# The cusp condition for the electron pair density at coalescence: a numerical check

```python
# Electron-electron cusp of the pair density (atomic units inside, eV/angstrom printed).
# P(r1,r2) = 2|Psi|^2 for two electrons; Pbar(r,u) = average of P(r,r+u) over directions of u.
# Claim: dPbar/du(0+) = lam*P(r,r) for interaction lam/u; the same for g = P/(n n') and the
# intracule I(u); hole n_xc = P/n(r) - n(r') has slope n_xc(r,r)+n(r); relative angular
# momentum l gives psi ~ u^l (1 + lam*u/(2l+2)), so parallel spins give Pbar ~ u^2 (1+u/2).
# Hooke's atom: v = w^2 r^2/2; for w = 1/2, Psi = N (1+u/2) exp(-(r1^2+r2^2)/4), E = 2.
# A non-separable trap v = r^2/8 + gamma r^4 is solved in a basis with no cusp imposed.
import numpy as np, sympy as sp, mpmath as mp
from numpy.polynomial import Chebyshev
from numpy.polynomial.legendre import leggauss
from scipy.special import eval_jacobi, eval_legendre, erf
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
a0 = pc['Bohr radius'][0]*1e10
Eh = pc['Hartree energy in eV'][0]
mp.mp.dps = 30
def show(label, value, unit=''): print(f"{label} = {value:.6g} {unit}")
def gauss(n, a, b):
    t, w = leggauss(n)
    return a + (b-a)*(t+1)/2, w*(b-a)/2

# ---------- symbolic derivatives ----------
X = sp.symbols('x1:7', real=True); c = sp.Symbol('c', real=True)
lap = lambda f, v: sum(sp.diff(f, s, 2) for s in v)
num = lambda f, v: sp.lambdify(v, f, 'mpmath')
pts = [[mp.mpf(k)/10 for k in p] for p in [(3,-7,11,9,2,-4), (15,1,-2,-6,8,5), (1,2,3,2,1,4)]]
f = sp.sin(X[0]*X[4]+X[2])*sp.exp(X[3]*X[5]-X[1]**2)
Y = sp.symbols('y1:7', real=True)   # midpoint R = Y[:3], separation u = Y[3:]
sub = {X[i]: Y[i]+Y[i+3]/2 for i in range(3)}
sub.update({X[i+3]: Y[i]-Y[i+3]/2 for i in range(3)})
split = (lap(f, X)/2).subs(sub) - lap(f.subs(sub), Y[:3])/4 - lap(f.subs(sub), Y[3:])
assert all(abs(num(split, Y)(*p)) < 1e-24 for p in pts)
x, y, z = X[:3]; rad = sp.sqrt(x*x+y*y+z*z)
for l, harm in enumerate([sp.Integer(1), z, 2*z*z-x*x-y*y, x*y*z]):
    for p in (1, 2):
        g = rad**(p-l)*harm
        res = num(lap(g, X[:3]) - (p*(p+1)-l*(l+1))*g/rad**2, X[:3])
        assert all(abs(res(*q[:3])) < 1e-24 for q in pts)
u12 = sp.sqrt(sum((X[i]-X[i+3])**2 for i in range(3))); rsq = sum(s*s for s in X)
def local_energy(pref, w):
    psi = pref*(1+c*u12)*sp.exp(-w*rsq/2)
    return num(-lap(psi, X)/(2*psi) + w*w*rsq/2 + 1/u12, (c,)+X)
EL_s = local_energy(1, sp.Rational(1, 2)); EL_t = local_energy(X[2]-X[5], sp.Rational(1, 4))
assert all(abs(EL_s(mp.mpf(1)/2, *p) - 2) < 1e-24 for p in pts)
assert all(abs(EL_t(mp.mpf(1)/4, *p) - mp.mpf(5)/4) < 1e-24 for p in pts)
tiny = mp.mpf(10)**-8
near = pts[0][:3] + [pts[0][0]+tiny*0.6, pts[0][1], pts[0][2]+tiny*0.8]
for cc in (0, 0.3, 0.5, 0.9):
    assert abs(tiny*EL_s(mp.mpf(cc), *near) - (1-2*cc)) < 1e-6
show("Bohr radius a0", a0, "A"); show("hartree", Eh, "eV"); show("predicted log-slope 1/a0", 1/a0, "1/A")
E_s = float(EL_s(mp.mpf(1)/2, *pts[0]))
show("singlet hbar*omega", 0.5*Eh, "eV"); show("singlet E", E_s*Eh, "eV"); show("singlet E", E_s, "hartree")
show("triplet hbar*omega", 0.25*Eh, "eV"); show("triplet E", float(EL_t(mp.mpf(1)/4, *pts[0]))*Eh, "eV")

# ---------- exact Hooke singlet ----------
N2 = 1/(4*np.pi**2.5*(8+5*np.sqrt(np.pi)))
r1, w1 = gauss(70, 0, 11); t, wt = gauss(30, 0, 1); s, ws = gauss(8, -1, 1)
A = r1[:, None, None]; B = A*t[None, :, None]; U = A + B*s[None, None, :]
W = w1[:, None, None]*wt[None, :, None]*ws[None, None, :]
norm = 2*8*np.pi**2*np.sum(W*A*B * A*B*U*(1+U/2)**2*np.exp(-(A*A+B*B)/2))
assert abs(norm*N2 - 1) < 1e-10
nrm = lambda v: np.sqrt((v*v).sum(-1))
P_hooke = lambda a, b: 2*N2*(1+nrm(a-b)/2)**2*np.exp(-((a*a).sum(-1)+(b*b).sum(-1))/2)
def dens(r):
    return 2*N2*(2*np.pi)**1.5*np.exp(-r*r/2)*(1.75+r*r/4+np.sqrt(2/np.pi)*np.exp(-r*r/2)
                                               + (r+1/r)*erf(r/np.sqrt(2)))
def Pbar_formula(r, u): return 2*N2*(1+u/2)**2*np.exp(-r*r-u*u/2)*np.sinh(r*u)/(r*u)
mu, wmu = leggauss(48)
unit = lambda m: np.stack([np.sqrt(1-m*m), 0*m, m], -1)
def average(F, r, u):   # average of F(r, r+u) over directions, r on the z axis
    b = np.array([0, 0, r]) + np.atleast_1d(u)[:, None, None]*unit(mu)[None]
    return F(np.zeros_like(b)+np.array([0, 0, r]), b) @ wmu/2
def taylor(F):          # value, slope and u^2 coefficient at u = 0+ from samples with u > 0
    p = Chebyshev.interpolate(F, 10, domain=[0, 0.3])
    return p(0.0), p.deriv()(0.0), p.deriv(2)(0.0)/2
def along(F, r, m, midpoint):
    e = unit(np.array(m)); o = np.array([0, 0, r])
    if midpoint: return taylor(lambda u: F(o+u[:, None]*e/2, o-u[:, None]*e/2))
    return taylor(lambda u: F(o+0*u[:, None]*e, o+u[:, None]*e))
ug, wu = gauss(80, 0, 14)
for r in (0.2, 0.5/a0, 2.0):
    o = np.array([0, 0, r]); P0 = P_hooke(o, o); n = dens(r)
    assert np.allclose(average(P_hooke, r, ug), Pbar_formula(r, ug), rtol=1e-10, atol=1e-30)
    assert abs(4*np.pi*np.sum(wu*ug**2*average(P_hooke, r, ug))/n - 1) < 1e-10
    v, sl, q = taylor(lambda u: average(P_hooke, r, u))
    assert abs(v/P0-1) < 1e-10 and abs(sl/P0-1) < 1e-8 and abs(q/P0-(r*r/6-0.25)) < 1e-6
    assert abs(along(P_hooke, r, 0.6, False)[1]/P0 - (1-0.6*r)) < 1e-8
r = 0.5/a0; o = np.array([0, 0, r]); P0 = P_hooke(o, o); n = dens(r)
v, sl, q = taylor(lambda u: average(P_hooke, r, u))
show("N^2", N2/a0**6, "1/A^6"); show("position r", r*a0, "A"); show("r/a0", r)
show("n(r)", n/a0**3, "1/A^3"); show("P(r,r)", P0/a0**6, "1/A^6")
show("slope of Pbar", sl/a0**7, "1/A^7"); show("slope/on-top", sl/P0/a0, "1/A")
show("slope/on-top", sl/P0, "1/bohr"); show("u^2 coefficient/on-top", q/P0/a0**2, "1/A^2")
for m in (1.0, 0.0, -1.0):
    show(f"directional log-slope, cos={m:+.0f}", along(P_hooke, r, m, False)[1]/P0/a0, "1/A")
for uA in (0.02, 0.1, 0.2, 0.5):
    print(f"u = {uA} A: Pbar/P(r,r) = {average(P_hooke, r, uA/a0)[0]/P0:.5f}, 1+u/a0 = {1+uA/a0:.5f}")
gfun = lambda a, b: P_hooke(a, b)/(dens(nrm(a))*dens(nrm(b)))
hxc = lambda a, b: P_hooke(a, b)/dens(nrm(a)) - dens(nrm(b))
hx = lambda a, b: -dens(nrm(b))/2
g0, g1, _ = taylor(lambda u: average(gfun, r, u))
h0, h1, _ = taylor(lambda u: average(hxc, r, u))
x0, x1, _ = taylor(lambda u: average(hx, r, u))
assert abs(g1/g0-1) < 1e-8 and abs(h1-(h0+n)) < 1e-8*n and abs(x1) < 1e-8*n
assert abs((h1-x1)-(h0-x0+n/2)) < 1e-8*n and abs(h1-h0) > 0.5*n
rule = 4*np.pi*np.sum(wu*ug**2*average(hxc, r, ug)); assert abs(rule+1) < 1e-9
show("g(r,r)", g0); show("slope of gbar", g1/a0, "1/A")
show("n_xc(r,r)", h0/a0**3, "1/A^3"); show("n_xc(r,r)+n", (h0+n)/a0**3, "1/A^3")
show("slope of n_xc", h1/a0**4, "1/A^4"); show("n_x(r,r)", x0/a0**3, "1/A^3")
show("n_c(r,r)", (h0-x0)/a0**3, "1/A^3"); show("hole sum rule", rule)
rg, wr = gauss(60, 0, 8)
intra = lambda u: sum(4*np.pi*w*a*a*average(P_hooke, a, u) for a, w in zip(rg, wr))
ut = np.array([0.1, 1.0, 3.0])
assert np.allclose(intra(ut), 2*N2*np.pi**1.5*(1+ut/2)**2*np.exp(-ut**2/4), rtol=1e-9)
i0, i1, _ = taylor(intra); assert abs(i1/i0-1) < 1e-8
show("intracule I(0)", i0/a0**3, "1/A^3"); show("intracule slope", i1/a0**4, "1/A^4")
P_trip = lambda a, b: ((a-b)[..., 2]*(1+nrm(a-b)/4))**2*np.exp(-((a*a).sum(-1)+(b*b).sum(-1))/4)
t0, t1, _ = taylor(lambda u: average(P_trip, r, u)/u**2); assert abs(t1/t0-0.5) < 1e-8
show("triplet log-slope of Pbar/u^2", t1/t0/a0, "1/A")

# ---------- polynomial Galerkin basis on [0,L]; radial function x^l g_j(x), no cusp imposed ----------
class Radial:
    def __init__(self, l, nb, L):
        self.l, self.nb, self.L, self.c = l, nb, L, 1.0
        self.x, self.w = gauss(110, 0, L)
        g, dg = self.g(self.x)
        self.c = 1/np.sqrt((self.w*self.x**(2*l+2)*g*g).sum(1))[:, None]
        g, dg = self.g(self.x)
        self.W = self.x**(l+1)*g
        dW = (l+1)*self.x**l*g + self.x**(l+1)*dg
        self.T = (dW*self.w) @ dW.T + l*(l+1)*self.op(self, self.x**-2.0)
        assert np.allclose(self.op(self, 1.0), np.eye(nb), atol=1e-11)
    def g(self, x):
        j = np.arange(self.nb)[:, None]; t = (2*x/self.L-1)[None, :]; b = 2.0*self.l+2
        p = eval_jacobi(j, 2.0, b, t)
        dp = (j > 0)*(j+b+3)*eval_jacobi(np.maximum(j-1, 0), 3.0, b+1, t)/self.L
        return self.c*(self.L-x)*p, self.c*((self.L-x)*dp-p)
    def op(self, other, vx): return (self.W*self.w*vx) @ other.W.T
for w, lam, l in [(.5,1,0), (.25,1,1), (3/Eh,1,0), (50/Eh,1,0), (10/Eh,.3,0), (10/Eh,-1,0), (10/Eh,1,1), (10/Eh,1,2)]:
    b = Radial(l, 44, np.sqrt(100/w))
    e, vec = eigh(b.T + b.op(b, w*w*b.x**2/4 + lam/b.x))
    g, dg = b.g(np.zeros(1)); k = 2*(vec[:, 0] @ dg[:, 0])/(vec[:, 0] @ g[:, 0])
    assert abs(k - lam/(l+1)) < 1e-6
    if w == 1/(2*l+2): assert abs(e[0] - w*(l+2.5)) < 1e-9
    print(f"hw={w*Eh:.4g} eV lam={lam} l={l}: E={(e[0]+1.5*w)*Eh:.6g} eV, log-slope={k/a0:.6g} 1/A")

# ---------- non-separable trap, Psi = sum_l P_l(cos(R,u)) F_l(R,u) ----------
ls = (0, 2, 4); nR = 10; nU = 40
bu = [Radial(l, nU, 12.0) for l in ls]; bR = [Radial(l, 40, 7.0) for l in ls]
pl = lambda l, m: np.sqrt(l+0.5)*eval_legendre(l, m)
def anharmonic(gam):
    sol = [eigh(b.T/4 + b.op(b, b.x**2/4 + 2*gam*b.x**4)) for b in bR]
    C = [sv[1][:, :nR] for sv in sol]; rows = []
    for i, li in enumerate(ls):
        row = []
        for j, lj in enumerate(ls):
            RU = np.kron(C[i].T @ bR[i].op(bR[j], bR[i].x**2) @ C[j], bu[i].op(bu[j], bu[i].x**2))
            blk = 2*gam*np.sum(wmu*pl(li, mu)*mu**2*pl(lj, mu))*RU
            if i == j:
                xu = bu[i].x
                hu = bu[i].T + bu[i].op(bu[i], xu**2/16 + gam*xu**4/8 + 1/xu)
                blk = blk + gam*RU + np.kron(np.diag(sol[i][0][:nR]), np.eye(nU)) + np.kron(np.eye(nR), hu)
            row.append(blk)
        rows.append(row)
    e, vec = eigh(np.block(rows), subset_by_index=[0, 0])
    co = vec[:, 0].reshape(len(ls), nR, nU)
    def psi(a, b):
        Rv = ((a+b)/2).reshape(-1, 3); uv = (a-b).reshape(-1, 3); R = nrm(Rv); u = nrm(uv)
        m = (Rv*uv).sum(-1)/np.maximum(R*u, 1e-300)
        tot = sum(pl(l, m)*(R*u)**l*(((C[i] @ co[i]).T @ bR[i].g(R)[0])*bu[i].g(u)[0]).sum(0)
                  for i, l in enumerate(ls))
        return tot.reshape(a.shape[:-1])/np.sqrt(8*np.pi**2)
    return e[0], psi, (co[1]**2).sum()
E0, psi0, _ = anharmonic(0.0)
assert abs(E0-2) < 1e-9 and abs(2*psi0(o, o)**2/P0-1) < 1e-7
gam = 3.0*a0**4/Eh
E1, psi1, wl2 = anharmonic(gam); assert wl2 > 1e-6
q0 = np.array([0.3, -0.2, 0.9, -0.5, 0.4, 0.3]); h = 5e-3; val = lambda q: float(psi1(q[:3], q[3:]))
lapl = sum(val(q0+h*e)+val(q0-h*e)-2*val(q0) for e in np.eye(6))/h**2
ra, rb = nrm(q0[:3]), nrm(q0[3:])
EL = -lapl/(2*val(q0)) + (ra**2+rb**2)/8 + gam*(ra**4+rb**4) + 1/nrm(q0[:3]-q0[3:])
assert abs(EL-E1) < 1e-3   # basis truncation plus finite-difference error
P_an = lambda a, b: 2*psi1(a, b)**2
Pa = float(P_an(o, o)); sa = taylor(lambda u: average(P_an, r, u))[1]
assert abs(sa/Pa-1) < 1e-5
dz = np.array([0, 0, 1e-4]); grad = float(P_an(o+dz, o+dz)-P_an(o-dz, o-dz))/2e-4
for m in (1.0, 0.6, -0.3):
    assert abs(along(P_an, r, m, True)[1]/Pa - 1) < 1e-5
    assert abs(along(P_an, r, m, False)[1]/Pa - (1+m*grad/(2*Pa))) < 1e-5
assert abs(grad/(2*Pa)) > 0.3
show("quartic gamma", gam*Eh/a0**4, "eV/A^4"); show("quartic E", E1*Eh, "eV")
show("quartic finite-difference local energy", EL*Eh, "eV"); show("quartic weight of l=2", wl2)
show("quartic P(r,r)", Pa/a0**6, "1/A^6"); show("quartic slope of Pbar", sa/a0**7, "1/A^7")
show("quartic slope/on-top", sa/Pa/a0, "1/A")
show("quartic directional log-slope, cos=+1", along(P_an, r, 1.0, False)[1]/Pa/a0, "1/A")
print("no test failed")
```

Output:

```
Bohr radius a0 = 0.529177 A
hartree = 27.2114 eV
predicted log-slope 1/a0 = 1.88973 1/A
singlet hbar*omega = 13.6057 eV
singlet E = 54.4228 eV
singlet E = 2 hartree
triplet hbar*omega = 6.80285 eV
triplet E = 34.0142 eV
N^2 = 0.038596 1/A^6
position r = 0.5 A
r/a0 = 0.944863 
n(r) = 0.437684 1/A^3
P(r,r) = 0.0316118 1/A^6
slope of Pbar = 0.0597376 1/A^7
slope/on-top = 1.88973 1/A
slope/on-top = 1 1/bohr
u^2 coefficient/on-top = -0.361412 1/A^2
directional log-slope, cos=+1 = 0.104194 1/A
directional log-slope, cos=+0 = 1.88973 1/A
directional log-slope, cos=-1 = 3.67526 1/A
u = 0.02 A: Pbar/P(r,r) = 1.03763, 1+u/a0 = 1.03779
u = 0.1 A: Pbar/P(r,r) = 1.18296, 1+u/a0 = 1.18897
u = 0.2 A: Pbar/P(r,r) = 1.34437, 1+u/a0 = 1.37795
u = 0.5 A: Pbar/P(r,r) = 1.57921, 1+u/a0 = 1.94486
g(r,r) = 0.165017 
slope of gbar = 0.311837 1/A
n_xc(r,r) = -0.365459 1/A^3
n_xc(r,r)+n = 0.0722252 1/A^3
slope of n_xc = 0.136486 1/A^4
n_x(r,r) = -0.218842 1/A^3
n_c(r,r) = -0.146617 1/A^3
hole sum rule = -1 
intracule I(0) = 0.0636943 1/A^3
intracule slope = 0.120365 1/A^4
triplet log-slope of Pbar/u^2 = 0.944863 1/A
hw=13.61 eV lam=1 l=0: E=54.4228 eV, log-slope=1.88973 1/A
hw=6.803 eV lam=1 l=1: E=34.0142 eV, log-slope=0.944863 1/A
hw=3 eV lam=1 l=0: E=14.7623 eV, log-slope=1.88973 1/A
hw=50 eV lam=1 l=0: E=177.52 eV, log-slope=1.88973 1/A
hw=10 eV lam=0.3 l=0: E=33.7707 eV, log-slope=0.566918 1/A
hw=10 eV lam=-1 l=0: E=14.135 eV, log-slope=-1.88973 1/A
hw=10 eV lam=1 l=1: E=48.332 eV, log-slope=0.944863 1/A
hw=10 eV lam=1 l=2: E=56.8228 eV, log-slope=0.629909 1/A
quartic gamma = 3 eV/A^4
quartic E = 61.5642 eV
quartic finite-difference local energy = 61.5641 eV
quartic weight of l=2 = 0.000528343 
quartic P(r,r) = 0.055509 1/A^6
quartic slope of Pbar = 0.104897 1/A^7
quartic slope/on-top = 1.88973 1/A
quartic directional log-slope, cos=+1 = -0.203567 1/A
no test failed
```
